# Island elongation alone does not reveal the fast adatom diffusion axis

Suppose that a single-layer island is 3.6 times longer along $y$ than along $x$, and that its long axis is taken for the fast diffusion axis. If the aspect ratio is also read as the square root of the diffusion ratio, the result is $D_y/D_x=3.594^2\approx 13$. In the island worked out below the true value is $1/144.5$. The inferred ratio is too large by a factor of about 1900, and it names the wrong axis. A growth model with absorbing edges, its diffusion ratio fitted to this island, could reproduce the shape and still make adatoms move fastest along the wrong axis.

## The counter-example

Take a rectangular surface lattice with equal site spacings $a=0.38$ nm. An adatom hops at rate $h_x$ in each of the two directions along $x$, and at $h_y$ along $y$, so $D_i=h_ia^2$. An *x-facing* edge has its normal along $x$; its advance lengthens the island along $x$. An adatom beside such an edge is incorporated at rate $k_x$, and one beside a y-facing edge at rate $k_y$. With a common attempt rate $\nu$,

$$h_i=\nu e^{-E_{d,i}/kT},\qquad k_i=\nu e^{-(E_{d,i}+E_{b,i})/kT},$$

where $E_{d,i}$ is the terrace barrier and $E_{b,i}$ the extra barrier at the edge.

The parameters are round model values: $T=700$ K ($kT=0.0603$ eV), $\nu=10^{13}$ s$^{-1}$, $E_{d,x}=0.65$ eV, $E_{d,y}=0.95$ eV, $E_{b,x}=0.40$ eV and $E_{b,y}=0$. Diffusion is fast along $x$:

$$\frac{D_x}{D_y}=e^{0.30/0.0603}\approx 144.5 .$$

The total barriers at the edges are 1.05 eV for $x$ and 0.95 eV for $y$, so incorporation has the opposite preference:

$$\frac{k_y}{k_x}=e^{0.10/0.0603}\approx 5.25 .$$

Let $L_x,L_y$ be the island's extents in sites, and $J_x,J_y$ the atoms captured per second by both x-facing and both y-facing edges. A new column on an x-facing edge takes $L_y$ atoms, and a new row on a y-facing edge takes $L_x$. Hence

$$\frac{dL_x}{dt}=\frac{J_x}{L_y},\qquad \frac{dL_y}{dt}=\frac{J_y}{L_x}. \tag{1}$$

This assumes that facets stay straight and that captured atoms do not cross corners. If the adatom density per site, $c$, is the same along all edges, then $J_x=2k_xcL_y$ and $J_y=2k_ycL_x$. Equation (1) becomes

$$\frac{dL_x}{dt}=2k_xc,\qquad \frac{dL_y}{dt}=2k_yc,\qquad \frac{dL_y}{dL_x}=\frac{k_y}{k_x}. \tag{2}$$

Start from a $2\times2$ nucleus and put $u=L_x-2$, so that $L_y=2+5.25u$. At an area of 100 sites,

$$(2+u)(2+5.25u)=100\;\Rightarrow\;5.25u^2+12.5u-96=0\;\Rightarrow\;u\approx3.25,$$

which gives $L_x\approx5.2$ and $L_y\approx19$.

The uniform density need not be assumed. The steady density was also computed site by site in a periodic $40\times40$ cell, with deposition at $10^{-4}$ monolayers per second (ML/s), and the island was advanced by (1). It ended at $5.29\times19.00$ sites, or $2.01\times7.22$ nm, with $L_y/L_x=3.59$. It is elongated along the slow axis.

Now turn the fast axis by 90 degrees, exchanging $h_x$ and $h_y$ while holding $k_x$ and $k_y$ fixed. The island ends at $5.70\times19.00$ sites, with $L_y/L_x=3.33$. Opposite diffusion anisotropies have produced nearly the same shape. Holding the edge rates fixed means that the extra edge barriers change in this comparison.

Finally, restore fast diffusion along $x$ and let every edge absorb each arriving adatom, $k_i=h_i$. The island ends at $23.00\times4.66$ sites, elongated along the fast axis. Diffusion anisotropy can therefore shape an island; the shape alone does not say whether it did.

Each run stops at the first completed row or column that brings the area to 100 sites or more, so the final areas differ slightly. Capture is evaluated for the completed rectangle, which omits partly filled rows. In the first run about $0.155\ \mathrm{s^{-1}}\times558\ \mathrm{s}\approx86$ atoms land on the terrace, while the area grows by 96 sites. Times and total capture counts are thus low by roughly a tenth; the count at the sides of the first island is low by about 5%.

## The general statement

For the single-layer island of this model, the selected aspect ratio depends on the regime:

- Attachment-limited growth: $dL_y/dL_x=k_y/k_x$.
- Diffusion-limited growth with straight, absorbing facets: $L_x/L_y$ tends slowly to $\sqrt{D_x/D_y}$ as an isolated island grows.
- Diffusion-limited growth of an isolated ellipse with a freely moving, absorbing edge: the initial aspect ratio is kept, whatever $D_x/D_y$ is.
- Equilibrium at low temperature: $L_y/L_x=\gamma_y/\gamma_x$, where $\gamma_i$ is the energy per site of an edge with normal along $i$.

An aspect ratio without knowledge of the regime therefore does not determine the sign of $D_x-D_y$.

### Attachment-limited growth

Equation (2) is the proof once $c$ is uniform. To see when it is, note that a capture rate $kc$ per edge site must be supplied by a diffusion current of order $h\,\Delta c/\ell$ over a distance of $\ell$ sites. Thus $\Delta c/c\sim k\ell/h$. The density must also even out between the two kinds of edge, which takes hops along both axes. Comparing each edge rate only with the hop rate along its own normal is therefore not enough: at the level of this estimate, a sufficient condition is that the larger of $k_x,k_y$ times $\ell$ be small against the smaller of $h_x,h_y$.

The first island does not meet it at its ends, where $k_y/h_y=1$. Its increment ratio $(L_y-2)/(L_x-2)$ is nevertheless 5.17, which is 1.4% below $k_y/k_x$. With the axis turned it is 4.59, about 13% below. These departures depend on the cell: in a $160\times160$ cell both orientations lie 5 to 6% below, with $L_y/L_x\approx3.5$. When all hop rates are raised a thousandfold at fixed $k_i$, the ratios are 5.2476 and 5.2469 for the two orientations, against 5.248 from (2).

When $c$ is uniform, elongation along the slow axis $y$ requires $k_y>k_x$, hence

$$E_{d,y}+E_{b,y}<E_{d,x}+E_{b,x}\quad\Longleftrightarrow\quad E_{b,x}-E_{b,y}>E_{d,y}-E_{d,x}.$$

Here this reads $0.40>0.30$ eV. Merely having a larger extra barrier at the sides is not enough: it must outweigh the terrace anisotropy.

### Diffusion-limited growth: straight facets

Close to an isolated island, neglect local deposition, so that $D_xc_{xx}+D_yc_{yy}=0$, with $c=0$ on the edge. Define $\xi=x/\sqrt{D_x}$ and $\eta=y/\sqrt{D_y}$. Then $D_xc_{xx}=c_{\xi\xi}$ and $D_yc_{yy}=c_{\eta\eta}$, which gives the isotropic equation $c_{\xi\xi}+c_{\eta\eta}=0$.

For an edge element $(dx,dy)$ traversed anticlockwise, the outward normal times its length is $(dy,-dx)$. The captured current is

$$dJ=D_xc_x\,dy-D_yc_y\,dx=\sqrt{D_xD_y}\,(c_\xi\,d\eta-c_\eta\,d\xi). \tag{3}$$

The same factor multiplies both terms, so the division of current between facets is that of an isotropic problem around a rectangle of sides $L_x/\sqrt{D_x}$ and $L_y/\sqrt{D_y}$. From (1),

$$\frac{d}{dt}\ln\frac{L_x}{L_y}=\frac{J_x-J_y}{L_xL_y}.$$

A stationary aspect ratio needs $J_x=J_y$. Symmetry supplies this when the stretched rectangle is a square, that is, when $L_x/L_y=\sqrt{D_x/D_y}$.

For $D_x/D_y=4$, lattice solutions give $J_x/J_y=1.66$, 1.04 and 0.70 at $L_x/L_y=1$, 2 and 4, with extents measured between the centres of edge atoms. These come from finite lattices in periodic cells and are not converged to the digits shown; for an isolated rectangle in the continuum the values are 1.50, 1 and 0.67. The ratio rises when it is below 2 and falls when it is above, so the growth is drawn towards 2. The remaining 4% at the balance point is a lattice error: it falls to 2.4% and 1.5% on lattices two and four times finer, roughly as the $2/3$ power of the spacing, the rate expected from the corners, where the continuum current density is singular.

The absorbing island of the counter-example has $L_x/L_y\approx4.9$, not $\sqrt{144.5}\approx12$. It started as a square, and the limit is approached only slowly as the area grows: in a much larger cell the same lattice island reaches only about 7 at this area. The rest of the shortfall arises because, at 23 sites in a 40-site cell, the island is not isolated.

### Diffusion-limited growth: a free elliptical edge

Let the ellipse have semi-axes $a_0,b_0$, now lengths in sites, and stretched semi-axes $A=a_0/\sqrt{D_x}$ and $B=b_0/\sqrt{D_y}$. For $A>B$ use elliptic coordinates

$$\xi=f\cosh\mu\cos\theta,\quad \eta=f\sinh\mu\sin\theta,\quad f^2=A^2-B^2.$$

The edge is $\mu=\mu_0$, with $f\cosh\mu_0=A$ and $f\sinh\mu_0=B$. This map is conformal, so Laplace's equation becomes $c_{\mu\mu}+c_{\theta\theta}=0$. The solution that vanishes on the edge and grows logarithmically with distance, without angular dependence in $\theta$, is $c=C(\mu-\mu_0)$. A conformal map also preserves the current in (3), so

$$dJ=\sqrt{D_xD_y}\,c_\mu\,d\theta=\sqrt{D_xD_y}\,C\,d\theta .$$

On the real edge $x=a_0\cos\theta$ and $y=b_0\sin\theta$. With $\mathbf n$ the outward unit normal and $ds$ the edge length,

$$\mathbf r\cdot\mathbf n\,ds=x\,dy-y\,dx=a_0b_0(\cos^2\theta+\sin^2\theta)\,d\theta=a_0b_0\,d\theta .$$

One atom adds one site area, hence $v_n\,ds=dJ$ and

$$v_n=\frac{\sqrt{D_xD_y}\,C}{a_0b_0}\;\mathbf r\cdot\mathbf n .$$

A uniform magnification $\mathbf r\to(1+\epsilon)\mathbf r$ has precisely this form, $v_n=\dot\epsilon\,\mathbf r\cdot\mathbf n$, so the aspect ratio is conserved. For $A<B$ exchange the axes; for $A=B$ use polar coordinates. A round nucleus stays round even at $D_x/D_y=144.5$. The argument does not show that the ellipse is stable against bumps on its edge.

### Equilibrium and annealing

At fixed area $S=L_xL_y$ the edge energy is

$$U=2\gamma_xL_y+2\gamma_yL_x=\frac{2\gamma_xS}{L_x}+2\gamma_yL_x .$$

Setting $dU/dL_x=-2\gamma_xS/L_x^2+2\gamma_y=0$ gives $L_x^2=S\gamma_x/\gamma_y$, and therefore $L_y/L_x=S/L_x^2=\gamma_y/\gamma_x$. This is a minimum, since $d^2U/dL_x^2=4\gamma_xS/L_x^3>0$. With $\gamma_x=0.05$ and $\gamma_y=0.15$ eV per site the ratio is 3.

Hop rates drop out through detailed balance. Let an atom with binding energy $B_i$ to its neighbours leave at rate $he^{-B_i/kT}$. The state has energy $-(R+B_i)$, where $R$ belongs to the other atoms. Its Boltzmann weight times the rate is proportional to $he^{R/kT}$, which is equal for the reverse hop along the same axis. The Boltzmann distribution is thus stationary for any $h_x/h_y$.

At finite temperature the edge free energies replace $\gamma_i$. For the nearest-neighbour lattice gas, a transfer-matrix calculation on a strip ten sites wide gives 0.0399 and 0.0936 eV per site. In the Wulff construction the distance from the centre to a tangent line is proportional to the free energy of that edge, so the ratio of extents falls from 3 to $0.0936/0.0399\approx2.3$.

Annealing shows the approach to equilibrium. A column added to an x-facing edge lengthens the two y-facing edges by one site each. It costs $2\gamma_y$ for $L_y$ atoms, or $2\gamma_y/L_y$ per atom; for a y-facing edge the cost is $2\gamma_x/L_x$. Exchange stops when these are equal, which again gives $L_y/L_x=\gamma_y/\gamma_x$.

The adatom formation energy is set separately to 1.40 eV. It does not follow from the nearest-neighbour lattice gas, which with these edge energies would give only $2(\gamma_x+\gamma_y)=0.40$ eV; the annealing time and the weak detachment during growth both rest on this choice. With zero-temperature edge energies and exchange limited by the edges, the absorbing-edge island passes through a square after about $3\times10^4$ s, or some 8 hours. For exchange across the terrace this is a lower bound: because $k_i=h_i$ for this island, terrace diffusion is not fast compared with exchange at the edges, and including it roughly doubles the time in this cell without moving the end point. The island ends at $L_y/L_x=3.00$, and exchanging the two edge rates leaves that end point unchanged. An island can thus reverse its elongation while its diffusion constants stay fixed.

## Limits of the example and the real case

For the first island, the equilibrium adatom density is about 1% of the mean density at the end of growth, so detachment is weak as long as captured atoms quickly gather into compact rows, as the straight facets assume. A lone atom on a side is bound more weakly, by $2\gamma_y=0.30$ eV; if it could not move along the edge, it would often leave before a neighbour arrived. Deposition on top of the island concerns 6% of the cell at the end. The sides catch about 33 atoms. Independent captures would give a counting noise near 17% in that number; the fixed final area and the dependence of capture on the island's shape reduce it to about 11%. The aspect ratio of a single island then scatters by about $\pm0.7$, more than the difference between 3.59 and 3.33. A mean-field estimate gives 0.09 adatom encounters during growth, but it counts repeated meetings of the same pair. A second nucleus first needs two adatoms on the terrace at once. The terrace holds only about $10^{-5}$ adatoms on average at the end of growth, and a few times more at the start. Among some 100 arrivals, the expected number that find another adatom present is therefore well below 0.01, and a second nucleus is very unlikely in this cell. The density of one island per 1600 sites is imposed, not the outcome of nucleation: in a $160\times160$ cell the same count rises to about 0.7. Motion around corners is not sized here and could change the aspect ratio.

The site spacing, terrace barriers and edge energies lie in the rough regime of a dimer-reconstructed (001) surface of a diamond-structure semiconductor. The formation energy of 1.40 eV is not matched to such a surface. Below about 1.13 eV the equilibrium density at 700 K would exceed the density during growth, and detachment could no longer be neglected; at 0.40 eV the edge-limited time to a square would fall from hours to milliseconds. There the dimer rows of a single-layer island run at right angles to those of the terrace below, so fast motion along the terrace rows leads to the island's sides. The side barrier is an effective model value. The deposition rate is low for ordinary epitaxy. At $10^{-3}$ ML/s the expected number of arrivals that find another adatom present rises tenfold, but stays below 0.1; at much higher rates the assumption of a single island per cell must be checked again.

Real sides may also release atoms again, and in chemical vapour deposition adsorbed species can alter the edge barriers. A shift of 0.10 eV in the barrier difference changes $k_y/k_x$ by a factor of 5.2, enough here to remove the preference altogether. To find the fast axis, diffusion must be determined separately, for instance by following single adatoms on a terrace away from edges or by calculating the terrace barriers. The numerical output lists the values used above.

## Computed results

```
temperature 700 K, kT = 0.06032 eV, site spacing 0.38 nm
attempt rate 1.0e+13 1/s, deposition 1.0e-04 ML/s
terrace barriers x, y: 0.65, 0.95 eV
extra edge barriers x, y: 0.40, 0.00 eV
total edge barriers x, y: 1.05, 0.95 eV
hop rates h_x, h_y: 2.090e+08, 1.446e+06 1/s
D_x, D_y: 3.018e+07, 2.089e+05 nm2/s
D_x/D_y = 144.5, square root = 12.02
edge rates k_x, k_y: 2.756e+05, 1.446e+06 1/s; k_y/k_x = 5.248
edge energies x, y: 0.05, 0.15 eV/site
trimer P(y)/P(x), fast axis x: 758.356
trimer P(y)/P(x), fast axis y: 758.356
trimer P(y)/P(x), Boltzmann: 758.356
lowest-energy rectangle of 1200 sites: 20 x 60 (x by y)
edge free energies x, y, formula: 0.03994, 0.09355 eV/site
edge free energies x, y, strip: 0.03994, 0.09360 eV/site
equilibrium Ly/Lx: zero T 3.00, at T 2.34
spread of v_n/(r.n), circle: 3.4e-12
spread of v_n/(r.n), 3:1 ellipse: 1.6e-12
spread of v_n/(r.n), non-elliptic control: 0.813
absorbing facets, Dx/Dy = 4: J_x/J_y at Lx/Ly = 1: 1.664
absorbing facets, Dx/Dy = 4: J_x/J_y at Lx/Ly = 2: 1.038
absorbing facets, Dx/Dy = 4: J_x/J_y at Lx/Ly = 4: 0.701
growth cell 40 x 40 sites, nucleus 2 x 2, final area 100 sites
poor sides, fast x: Lx, Ly = 5.29, 19.00 sites = 2.01, 7.22 nm
  Ly/Lx = 3.594, increment ratio = 5.172, time = 558 s
same edge rates, fast y: Lx, Ly = 5.70, 19.00 sites = 2.17, 7.22 nm
  Ly/Lx = 3.330, increment ratio = 4.588, time = 609 s
absorbing edges, fast x: Lx, Ly = 23.00, 4.66 sites = 8.74, 1.77 nm
  Ly/Lx = 0.203, increment ratio = 0.127, time = 594 s
increment ratio, hops x 1000, fast x: 5.2476
increment ratio, hops x 1000, fast y: 5.2469
neglected effects, island with poor sides and fast x:
  departure from k_y/k_x by density gradients: -1.4 %
  adatom encounters during growth (mean field): 0.091
  adatom formation energy 1.40 eV, c_eq = 8.33e-11 per site
  mean adatom density at the end: 7.88e-09 per site
  c_eq / mean density: 1.06 %
  final covered fraction of the cell: 6.25 %
  atoms caught by sides: 33.0, counting noise 17 %
annealing of the absorbing-edge island: square after 3.069e+04 s
annealed Ly/Lx: 3.0000; with rates exchanged: 3.0000
```
